**Defect levels under a rigid gap widening**

The program shows that a gap widening \(\Delta=\Delta_c-\Delta_v\) does not by itself fix a defect level; \(\Delta_v\) and \(\Delta_c\) are the shifts of the valence and conduction bands. Relative to the valence edge, the shift is the coupling integral of \(\Delta w_c+(\Delta_i-\Delta_v)w_i\), where \(w_c\) and \(w_i\) are the conduction and foreign-orbital weights and \(\Delta_i\) is the foreign orbital's shift. The model is a periodic rocksalt cluster with cation \(s\) and anion \(p\) orbitals. The program asserts the pristine band edges, the sum of the weights, the agreement of diagonalized shifts with the integral, and the first-order slopes against finite differences. It also asserts that vacancy levels relative to the valence edge do not depend on how the widening is split, and that their eigenvalue shifts lie between 0 and \(\Delta\). In the output, two vacancy levels that both start 1.50 eV above the valence edge end 1.92 eV apart after a 2 eV widening. The edge split alone spreads the impurity level over 1.67 eV, and replacing the scissor by a cation-\(s\) shift with the same pristine edges moves the anion-vacancy level by 0.15 eV. A larger cluster reproduces the levels within the asserted 0.05 eV.

## Numerical check

```python
# Result under test: widening a host gap by D does not fix a defect level.
# Correction: Dv*Pv + Dc*Pc (+ Di on a foreign orbital), with D = Dc - Dv.
# Pv, Pc: projectors on the pristine valence and conduction bands.
# Level shift relative to the valence edge, as an integral over coupling:
#   integral of [D*w_c + (Di - Dv)*w_i], w = weights of the defect state.
# Model: periodic rocksalt cluster, cation s and anion p orbitals, in eV.
from itertools import product
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.constants import e as elementary_charge

E_S, E_P = 5.8, 0.0
T_SS, T_PP, T_SP, T_IMP = 0.2, 0.1, 0.5, 0.5
WIDENING = 2.0
SECOND_NEIGHBOURS = [d for d in product((-1, 0, 1), repeat=3)
                     if np.dot(d, d) == 2]
FIRST_NEIGHBOURS = [(a, sign, tuple(sign * int(a == b) for b in range(3)))
                    for a in range(3) for sign in (1, -1)]


def move(site, step, length):
    return tuple((x + d) % length for x, d in zip(site, step))


def build_host(length):
    index = {}
    for site in product(range(length), repeat=3):
        for label in ("xyz" if sum(site) % 2 == 0 else "s"):
            index[site, label] = len(index)
    h = np.zeros((len(index), len(index)))
    for (site, label), i in index.items():
        if label == "s":
            h[i, i] += E_S
            for d in SECOND_NEIGHBOURS:
                h[i, index[move(site, d, length), "s"]] -= T_SS
            for a, sign, d in FIRST_NEIGHBOURS:
                j = index[move(site, d, length), "xyz"[a]]
                h[i, j] += sign * T_SP
                h[j, i] += sign * T_SP
        else:
            h[i, i] += E_P
            a = "xyz".index(label)
            for d in SECOND_NEIGHBOURS:
                for b in range(3):
                    j = index[move(site, d, length), "xyz"[b]]
                    h[i, j] += T_PP * d[a] * d[b] / 2
    assert np.allclose(h, h.T)
    energies, vectors = eigh(h)
    n_val = 3 * length**3 // 2
    valence, conduction = vectors[:, :n_val], vectors[:, n_val:]
    s_mask = np.array([label == "s" for (_, label) in index], float)
    return dict(length=length, index=index, h=h, n_val=n_val,
                pv=valence @ valence.T, pc=conduction @ conduction.T,
                ps=np.diag(s_mask), vbm=energies[n_val - 1],
                cbm=energies[n_val])


def defect_hamiltonian(host, kind, strength):
    """Return matrix, kept orbitals, foreign-orbital mask, level index."""
    h, index, length = host["h"].copy(), host["index"], host["length"]
    keep = np.ones(len(h), bool)
    foreign = np.zeros(len(h), bool)
    center = (0, 0, 0) if kind == "anion vacancy" else (1, 0, 0)
    if kind == "anion vacancy":
        for label in "xyz":
            keep[index[center, label]] = False
        for _, _, d in FIRST_NEIGHBOURS:
            i = index[move(center, d, length), "s"]
            h[i, i] -= strength
        level = host["n_val"] - 3
    elif kind == "cation vacancy":
        keep[index[center, "s"]] = False
        for _, _, d in FIRST_NEIGHBOURS:
            for label in "xyz":
                i = index[move(center, d, length), label]
                h[i, i] += strength
        level = host["n_val"] - 1
    else:
        c = index[center, "s"]
        h[c, :] = 0.0
        h[:, c] = 0.0
        h[c, c] = strength
        foreign[c] = True
        for a, sign, d in FIRST_NEIGHBOURS:
            j = index[move(center, d, length), "xyz"[a]]
            h[c, j] = h[j, c] = sign * T_IMP
        level = host["n_val"]
    return h[np.ix_(keep, keep)], keep, foreign, level


def restricted_operators(host, keep, foreign):
    mask = (~foreign).astype(float)
    both = np.outer(mask, mask)
    ops = {name: (host[name] * both)[np.ix_(keep, keep)]
           for name in ("pv", "pc", "ps")}
    ops["pi"] = np.diag(foreign[keep].astype(float))
    return ops


def defect_state(h, level=None, reference=None):
    """Energy and multiplet, chosen by index or by largest overlap."""
    energies, vectors = eigh(h)
    if reference is not None:
        level = np.argmax(((reference.T @ vectors)**2).sum(axis=0))
    group = np.abs(energies - energies[level]) < 1e-7
    multiplet = vectors[:, group]
    if reference is not None:
        assert multiplet.shape == reference.shape
        overlap = np.sum((reference.T @ multiplet)**2) / group.sum()
        assert overlap > 0.5
    return energies[level], multiplet


def weight(multiplet, operator):
    block = multiplet.T @ operator @ multiplet
    mean = np.trace(block) / len(block)
    assert np.allclose(block, mean * np.eye(len(block)), atol=1e-6)
    return mean


def correction(ops, dv, dc, di=0.0):
    return dv * ops["pv"] + dc * ops["pc"] + di * ops["pi"]


host = build_host(6)
vbm, cbm = host["vbm"], host["cbm"]
gap = cbm - vbm
assert abs(vbm - (E_P + 4 * T_PP)) < 1e-9
assert abs(cbm - (E_S - 12 * T_SS)) < 1e-9
target = vbm + gap / 2

print(f"cation s energy {E_S:.2f} eV, anion p energy {E_P:.2f} eV")
print(f"hoppings ss {T_SS:.2f}, pp {T_PP:.2f}, sp {T_SP:.2f}, "
      f"impurity-p {T_IMP:.2f} eV")
print(f"cluster: {host['length']**3} sites, {len(host['h'])} orbitals")
print(f"uncorrected valence edge {vbm:.3f} eV, "
      f"conduction edge {cbm:.3f} eV, gap {gap:.3f} eV")
print(f"gap widening {WIDENING:.3f} eV, new gap {gap + WIDENING:.3f} eV")

# Corrected pristine edges, from diagonalization for each edge split.
splits = [(0.0, WIDENING), (-WIDENING / 2, WIDENING / 2), (-WIDENING, 0.0)]
new_vbm = {}
for dv, dc in splits:
    e = eigh(host["h"] + dv * host["pv"] + dc * host["pc"],
             eigvals_only=True)
    new_vbm[dv] = e[host["n_val"] - 1]
    assert abs(new_vbm[dv] - vbm - dv) < 1e-8
    assert abs(e[host["n_val"]] - cbm - dc) < 1e-8
e = eigh(host["h"] + WIDENING * host["ps"], eigvals_only=True)
s_vbm, s_cbm = e[host["n_val"] - 1], e[host["n_val"]]
assert abs(s_vbm - vbm) < 1e-8 and abs(s_cbm - cbm - WIDENING) < 1e-8
print(f"edges after cation-s shift: {s_vbm:.3f} and {s_cbm:.3f} eV")
print(f"constant-gap-fraction rule would give "
      f"{(target - vbm) / gap * (gap + WIDENING):.3f} eV above valence edge")

brackets = {"anion vacancy": (0.0, 8.0), "cation vacancy": (0.0, 8.0),
            "impurity": (-4.0, 6.0)}
nodes, node_weights = np.polynomial.legendre.leggauss(8)
nodes, node_weights = (nodes + 1) / 2, node_weights / 2
strengths, final, s_final, split_levels = {}, {}, {}, {}

for kind, bracket in brackets.items():
    def mismatch(strength):
        h, _, _, k = defect_hamiltonian(host, kind, strength)
        return eigh(h, eigvals_only=True,
                    subset_by_index=[k, k])[0] - target

    strengths[kind] = brentq(mismatch, *bracket, xtol=1e-11)
    h, keep, foreign, level = defect_hamiltonian(host, kind,
                                                 strengths[kind])
    ops = restricted_operators(host, keep, foreign)
    e0, ref = defect_state(h, level=level)
    assert abs(e0 - target) < 1e-8
    w = {name: weight(ref, op) for name, op in ops.items()}
    assert abs(w["pv"] + w["pc"] + w["pi"] - 1) < 1e-9
    print(f"{kind}: strength {strengths[kind]:.4f} eV, "
          f"degeneracy {ref.shape[1]}, level {e0 - vbm:.3f} eV")
    print(f"  weights: valence {w['pv']:.4f}, conduction {w['pc']:.4f}, "
          f"foreign {w['pi']:.4f}, cation s {w['ps']:.4f}")

    # Relative levels for three ways to split the same widening.
    relative, absolute = [], []
    for dv, dc in splits:
        e1, _ = defect_state(h + correction(ops, dv, dc), reference=ref)
        absolute.append(e1)
        relative.append(e1 - new_vbm[dv])
    split_levels[kind] = relative
    final[kind] = relative[0]
    first = [e0 - vbm + WIDENING * w["pc"] - dv * w["pi"]
             for dv, _ in splits]
    for (dv, dc), rel, ab, est in zip(splits, relative, absolute, first):
        print(f"  edge shifts {dv:+.1f}, {dc:+.1f} eV: level {rel:.4f} eV "
              f"above valence edge (first order {est:.4f}), "
              f"absolute {ab:.4f} eV")

    # Diagonalized shift against the coupling-constant integral.
    dv, dc = splits[1]
    c = correction(ops, dv, dc)
    integral = 0.0
    for x, q in zip(nodes, node_weights):
        _, vec = defect_state(h + x * c, reference=ref)
        integral += q * (WIDENING * weight(vec, ops["pc"])
                         - dv * weight(vec, ops["pi"]))
    assert abs(relative[1] - (e0 - vbm) - integral) < 1e-5
    print(f"  shift from weight integral, middle split: {integral:.4f} eV")

    # First-order slope against a central finite difference.
    step = 1e-3
    up, _ = defect_state(h + step * c, reference=ref)
    down, _ = defect_state(h - step * c, reference=ref)
    slope = dv * w["pv"] + dc * w["pc"]
    assert abs((up - down) / (2 * step) - slope) < 1e-4

    if kind == "impurity":
        # A common shift of host bands and foreign orbital is immaterial.
        e2, _ = defect_state(h + correction(ops, -WIDENING, 0.0, -WIDENING),
                             reference=ref)
        assert abs(e2 - new_vbm[-WIDENING] - relative[0]) < 1e-8
        assert max(relative) - min(relative) > 0.3
    else:
        assert max(relative) - min(relative) < 1e-8
        before = eigh(h, eigvals_only=True)
        after = eigh(h + WIDENING * ops["pc"], eigvals_only=True)
        assert np.all(after - before > -1e-9)
        assert np.all(after - before < WIDENING + 1e-9)
        es, _ = defect_state(h + WIDENING * ops["ps"], reference=ref)
        s_final[kind] = es - s_vbm
        print(f"  cation-s correction: level {s_final[kind]:.4f} eV "
              f"(first order {e0 - vbm + WIDENING * w['ps']:.4f} eV)")

difference = final["anion vacancy"] - final["cation vacancy"]
assert abs(difference) > 0.3
operator_change = final["anion vacancy"] - s_final["anion vacancy"]
assert abs(operator_change) > 0.05
print(f"separation of the two initially equal vacancy levels: "
      f"{difference:.4f} eV = {difference * elementary_charge:.3e} J")
print(f"anion vacancy, scissor minus cation-s result: "
      f"{operator_change:.4f} eV")
spread = max(split_levels["impurity"]) - min(split_levels["impurity"])
print(f"impurity level spread from edge split alone: {spread:.4f} eV")

# Cluster-size check with all defect strengths kept fixed.
large = build_host(8)
print(f"larger cluster: {large['length']**3} sites")
for kind in brackets:
    h, keep, foreign, level = defect_hamiltonian(large, kind,
                                                 strengths[kind])
    ops = restricted_operators(large, keep, foreign)
    e0, ref = defect_state(h, level=level)
    e1, _ = defect_state(h + WIDENING * ops["pc"], reference=ref)
    assert abs(e0 - target) < 0.05
    assert abs(e1 - large["vbm"] - final[kind]) < 0.05
    print(f"  {kind}: before {e0 - large['vbm']:.4f} eV, "
          f"after {e1 - large['vbm']:.4f} eV")

print("every check passed")
```

Output:

```
cation s energy 5.80 eV, anion p energy 0.00 eV
hoppings ss 0.20, pp 0.10, sp 0.50, impurity-p 0.50 eV
cluster: 216 sites, 432 orbitals
uncorrected valence edge 0.400 eV, conduction edge 3.400 eV, gap 3.000 eV
gap widening 2.000 eV, new gap 5.000 eV
edges after cation-s shift: 0.400 and 5.400 eV
constant-gap-fraction rule would give 2.500 eV above valence edge
anion vacancy: strength 3.4203 eV, degeneracy 1, level 1.500 eV
  weights: valence 0.0731, conduction 0.9269, foreign 0.0000, cation s 0.8032
  edge shifts +0.0, +2.0 eV: level 3.4175 eV above valence edge (first order 3.3538), absolute 3.8175 eV
  edge shifts -1.0, +1.0 eV: level 3.4175 eV above valence edge (first order 3.3538), absolute 2.8175 eV
  edge shifts -2.0, +0.0 eV: level 3.4175 eV above valence edge (first order 3.3538), absolute 1.8175 eV
  shift from weight integral, middle split: 1.9175 eV
  cation-s correction: level 3.2660 eV (first order 3.1065 eV)
cation vacancy: strength 1.7897 eV, degeneracy 3, level 1.500 eV
  weights: valence 1.0000, conduction 0.0000, foreign 0.0000, cation s 0.0000
  edge shifts +0.0, +2.0 eV: level 1.5000 eV above valence edge (first order 1.5000), absolute 1.9000 eV
  edge shifts -1.0, +1.0 eV: level 1.5000 eV above valence edge (first order 1.5000), absolute 0.9000 eV
  edge shifts -2.0, +0.0 eV: level 1.5000 eV above valence edge (first order 1.5000), absolute -0.1000 eV
  shift from weight integral, middle split: 0.0000 eV
  cation-s correction: level 1.5000 eV (first order 1.5000 eV)
impurity: strength 1.1997 eV, degeneracy 1, level 1.500 eV
  weights: valence 0.2407, conduction 0.0109, foreign 0.7484, cation s 0.0039
  edge shifts +0.0, +2.0 eV: level 1.5208 eV above valence edge (first order 1.5218), absolute 1.9208 eV
  edge shifts -1.0, +1.0 eV: level 2.3180 eV above valence edge (first order 2.2702), absolute 1.7180 eV
  edge shifts -2.0, +0.0 eV: level 3.1952 eV above valence edge (first order 3.0186), absolute 1.5952 eV
  shift from weight integral, middle split: 0.8180 eV
separation of the two initially equal vacancy levels: 1.9175 eV = 3.072e-19 J
anion vacancy, scissor minus cation-s result: 0.1514 eV
impurity level spread from edge split alone: 1.6745 eV
larger cluster: 512 sites
  anion vacancy: before 1.5254 eV, after 3.4408 eV
  cation vacancy: before 1.5000 eV, after 1.5000 eV
  impurity: before 1.5009 eV, after 1.5215 eV
every check passed
```
